**Laplace quadrature for London-orbital shieldings: error bounds and point counts**

The program replaces $1/x$, with $x$ a virtual minus an occupied orbital energy, by a sum of exponentials $\sum_k w_k e^{-xt_k}$ whose relative error is bounded between the gap and the full spread of orbital energies. Here $h$ is the logarithmic step of the nodes, `tail` the tolerance of each cut, $S$ and $F$ the overlap and Kohn–Sham matrices, and $D$ the occupied projector. It asserts the sampling error and both tail bounds against explicit sums. It also asserts that the shielding tensor from the derivative formulas agrees with finite-field diagonalization using full London phases, and that the density has no linear change within a numerical tolerance. Further assertions compare products of pseudo-densities with orbital sums and check that the total shielding does not depend on the phase origin. For carbon in formaldehyde (LDA, 6-31G*) the spread is 167 times the gap, and 17 points reproduce the paramagnetic part of −256.0 ppm to 0.001 ppm. For a relative error of $10^{-3}$ at this ratio the guaranteed rule needs 11 points, a fitted rule manages with 7, and 5 are shown numerically to be too few.

## Check in Python

```python
"""
Result under test: in the London-orbital (GIAO) shielding of a closed-shell
molecule with a local functional, 1/x with x = e_virtual - e_occupied can be
replaced by sum_k w_k exp(-x t_k) with a uniform relative error on
[gap, width], using geometric nodes t_k whose number grows as ln(width/gap).
Symbols: h = logarithmic step of the nodes, tail = tolerance of each cut,
S, F = overlap and Kohn-Sham matrices, D = occupied projector (density/2),
i*s, i*f = first-order overlap and Kohn-Sham matrices in the magnetic field,
i*m = matrix of the nuclear-moment operator (r x p)/r^3 at the nucleus.
Atomic units inside; eV, angstrom and ppm in the output.
"""
import numpy as np
from scipy import constants, linalg, optimize
from pyscf import gto, dft

EV = constants.physical_constants["Hartree energy in eV"][0]
BOHR = constants.physical_constants["Bohr radius"][0] * 1e10
PPM = constants.fine_structure**2 * 1e6


# ---------------------------------------------------------------- quadrature
def sampling_error(h):
    y = 2 * np.pi**2 * np.arange(1, 6) / h
    return 2 * np.sum(np.sqrt(y / np.sinh(y)))


def lump_constant(h):
    q = np.exp(h)
    return h * q / (2 * (q**3 - 1) * (q + 1)**2)


def make_rule(gap, width, h, tail):
    """Lumped short-time node followed by geometric nodes."""
    first = (tail / lump_constant(h))**(1 / 3) / width
    last = int(np.ceil(np.log(np.log(1 / tail) / (gap * first)) / h))
    kept = first * np.exp(h * np.arange(last + 1))
    nodes = np.append(first / (np.exp(h) + 1), kept)
    weights = np.append(h * first / (np.exp(h) - 1), h * kept)
    return nodes, weights


def relative_error(nodes, weights, x):
    return x * (np.exp(-np.outer(x, nodes)) @ weights) - 1


def step_for(target):
    return optimize.brentq(lambda h: sampling_error(h) - target / 3, 0.3, 5)


# sampling error: explicit, practically infinite sums against the Gamma series
for h in (np.log(2), 1.0, 1.5):
    t = np.exp(h * np.arange(-int(45 / h), int(8 / h)))
    x = np.exp(np.linspace(0, h, 801))
    found = np.max(np.abs(relative_error(t, h * t, x)))
    assert abs(found / sampling_error(h) - 1) < 5e-3

# the two tail bounds, each against its explicit sum
h2 = np.log(2)
below = 2.0**-np.arange(1, 60)
for x in (0.05, 0.5, 3.0):
    lump_error = x * (np.sum(h2 * below * np.exp(-x * below))
                      - h2 * np.exp(-x / 3))
    ratio = lump_error / (lump_constant(h2) * x**3)
    assert 0 < ratio <= 1
    if x == 0.05:
        assert ratio > 0.9
for cut in (1.0, 5.0, 10.0):
    above = cut * 2.0**np.arange(1, 12)
    assert np.sum(h2 * above * np.exp(-above)) <= np.exp(-cut)

# complete rules on wide ranges
for h in (h2, 1.0):
    for ratio in (10.0, 1e3, 1e5):
        x = np.geomspace(1, ratio, 3000)
        err = np.max(np.abs(relative_error(*make_rule(1, ratio, h, 1e-5), x)))
        assert err <= sampling_error(h) + 2e-5


def fitted_rule_bracket(n, ratio):
    """Largest error of a fitted n-point rule on [1, ratio], and the floor
    for every n-point rule (0 if the error does not alternate 2n+1 times)."""
    theta = (np.arange(240) + 0.5) * np.pi / 240
    x = np.exp(0.5 * np.log(ratio) * (1 - np.cos(theta)))

    def terms(p):
        t, w = np.exp(p[:n]), np.exp(p[n:])
        return t, x[:, None] * w * np.exp(-np.outer(x, t))

    def residual(p):
        return terms(p)[1].sum(axis=1) - 1

    def jacobian(p):
        t, a = terms(p)
        return np.hstack([-a * np.outer(x, t), a])

    t = np.geomspace(0.3 / ratio, 2.0, n)
    spacing = np.log(t[1] / t[0])
    start = np.log(np.concatenate([t, spacing * t]))
    fit = optimize.least_squares(residual, start, jac=jacobian, x_scale="jac",
                                 xtol=1e-14, ftol=1e-14, gtol=1e-14,
                                 max_nfev=300)
    dense = np.geomspace(1, ratio, 4000)
    err = relative_error(np.exp(fit.x[:n]), np.exp(fit.x[n:]), dense)
    runs = np.split(err, np.where(np.diff(np.sign(err)) != 0)[0] + 1)
    peaks = [np.max(np.abs(run)) for run in runs]
    return max(peaks), (min(peaks) if len(peaks) == 2 * n + 1 else 0.0)


# ------------------------------------------------------- molecule and orbitals
geometry = [("C", (0, 0, 0)), ("O", (0, 0, 1.21)),
            ("H", (0, 0.94, -0.59)), ("H", (0, -0.94, -0.59))]
mol = gto.M(atom=[(a, tuple(np.array(r) / BOHR)) for a, r in geometry],
            unit="Bohr", basis="6-31g*", verbose=0)
mf = dft.RKS(mol)
mf.xc = "lda,vwn"
mf.grids.level = 2
mf.conv_tol = 1e-10
mf.chkfile = None
mf.kernel()
assert mf.converged
density_matrix = np.asarray(mf.make_rdm1())

keep = mf.grids.weights != 0
pts, wts = mf.grids.coords[keep], mf.grids.weights[keep]
ao = dft.numint.eval_ao(mol, pts, deriv=2)
chi = ao[0]
grad = np.stack([ao[1], ao[2], ao[3]], axis=-1)
laplacian = ao[4] + ao[7] + ao[9]
rho = np.maximum(np.einsum("gi,gi->g", chi @ density_matrix, chi), 0)
potential = np.ravel(dft.libxc.eval_xc("lda,vwn", rho, spin=0, deriv=1)[1][0])
for a in range(0, len(pts), 2000):
    block = mol.intor("int1e_grids", grids=pts[a:a + 2000])
    potential[a:a + 2000] += np.einsum("gij,ij->g", block, density_matrix)
for charge, place in zip(mol.atom_charges(), mol.atom_coords()):
    potential -= charge / np.linalg.norm(pts - place, axis=1)
h_chi = -0.5 * laplacian + potential[:, None] * chi
w_chi = wts[:, None] * chi


def integrate(ket):
    return w_chi.T @ ket


def hermitian(a):
    return 0.5 * (a + a.conj().T)


def antisymmetric(a):
    return 0.5 * (a - np.swapaxes(a, -1, -2))


S, F = hermitian(integrate(chi)), hermitian(integrate(h_chi))
eps, C = linalg.eigh(F, S)
nocc = mol.nelectron // 2
Co, Cv = C[:, :nocc], C[:, nocc:]
D = Co @ Co.T
# tolerance: finite integration grid
orbital_mismatch = np.max(np.abs(eps - mf.mo_energy))
assert orbital_mismatch < 5e-3

# ------------------------------------------- first-order London-orbital matrices
centres = np.zeros((mol.nao, 3))
for atom, (_, _, a0, a1) in enumerate(mol.aoslice_by_atom()):
    centres[a0:a1] = mol.atom_coord(atom)
centre_difference = centres[:, None, :] - centres[None, :, :]
from_centre = pts[:, None, :] - centres[None, :, :]
nucleus = mol.atom_coord(0)
from_nucleus = pts - nucleus
cube = np.linalg.norm(from_nucleus, axis=1)**3
orbital_turn = np.cross(from_centre, grad)
nuclear_turn = np.cross(from_nucleus[:, None, :], grad) / cube[:, None, None]
m = -antisymmetric(np.stack([integrate(nuclear_turn[..., k])
                             for k in range(3)]))
with mol.with_rinv_origin(nucleus):
    analytic = antisymmetric(mol.intor("int1e_prinvxp"))
# the library's overall sign convention is aligned before the comparison
analytic = analytic * np.sign(np.sum(analytic * m))
assert np.max(np.abs(analytic - m)) < 1e-3 * np.max(np.abs(m))


def london_matrices(origin):
    """f, s and the direct (density times mixed derivative) shielding in ppm;
    origin is the zero of r in the London phase."""
    pos = pts - origin

    def phase(ket):
        moments = np.stack([integrate(pos[:, k:k + 1] * ket)
                            for k in range(3)], axis=-1)
        return 0.5 * np.moveaxis(np.cross(centre_difference, moments), -1, 0)

    s = antisymmetric(phase(chi))
    f = antisymmetric(phase(h_chi) - 0.5 * np.stack(
        [integrate(orbital_turn[..., k]) for k in range(3)]))
    direct = np.zeros((3, 3))
    dot = np.einsum("gnk,gk->gn", from_centre, from_nucleus)
    for y in range(3):
        by_phase = phase(nuclear_turn[..., y])
        for x in range(3):
            field = (x == y) * dot - from_centre[..., y] * from_nucleus[:, x:x + 1]
            mixed = by_phase[x] + 0.5 * integrate(chi * field / cube[:, None])
            direct[x, y] = 2 * PPM * np.sum(D * mixed)
    return f, s, direct


denominators = eps[nocc:, None] - eps[None, :nocc]
m_ov = np.stack([Cv.T @ a @ Co for a in m])


def paramagnetic(f, s, inverse):
    """Orbital-sum tensor in ppm, and the sum of absolute pair contributions
    to its isotropic part."""
    u = np.stack([-(Cv.T @ (f[k] @ Co - s[k] @ Co * eps[:nocc])) * inverse
                  for k in range(3)])
    tensor = 4 * PPM * np.einsum("xai,yai->xy", u, m_ov)
    tensor -= 2 * PPM * np.einsum("xij,yij->xy", D @ s @ D, m)
    pairs = 4 * PPM / 3 * np.sum(np.abs(np.sum(u * m_ov, axis=0)))
    return tensor, pairs


def iso(tensor):
    return np.trace(tensor) / 3


f, s, direct = london_matrices(nucleus)
para, pair_sum = paramagnetic(f, s, 1 / denominators)
total = para + direct


# ------------------------------ definition: diagonalization in a finite field
def in_field(B):
    phase = np.exp(-1j * pts @ (0.5 * np.cross(B, centres)).T)
    a = 0.5 * np.cross(B, from_centre)
    ket = (h_chi - 1j * np.sum(a * grad, axis=-1)
           + 0.5 * np.sum(a * a, axis=-1) * chi)
    bra = (w_chi * phase).conj().T
    H_B = hermitian(bra @ (ket * phase))
    S_B = hermitian(bra @ (chi * phase))
    occ = linalg.eigh(H_B, S_B)[1][:, :nocc]
    turn_a = np.cross(from_nucleus[:, None, :], a) / cube[:, None, None]
    value = []
    for y in range(3):
        op = -1j * nuclear_turn[..., y] + turn_a[..., y] * chi
        M_B = hermitian(bra @ (op * phase))
        value.append(2 * np.trace(occ.conj().T @ M_B @ occ).real)
    return np.array(value), 2 * np.sum(np.abs((chi * phase) @ occ)**2, axis=1)


strength = 2e-4
finite_field = np.zeros((3, 3))
for k in range(3):
    B = strength * np.eye(3)[k]
    (plus, rho_plus), (minus, rho_minus) = in_field(B), in_field(-B)
    finite_field[k] = PPM * (plus - minus) / (2 * strength)
    assert np.sum(wts * np.abs(rho_plus - rho_minus)) / (2 * strength) < 1e-6
field_mismatch = np.max(np.abs(finite_field - total))
assert field_mismatch < 1e-2      # cubic terms of the finite field step

# ------------------------------- Laplace form from products of pseudo-densities
gap, width = denominators.min(), denominators.max()
tail = 1e-5
nodes, weights = make_rule(gap, width, h2, tail)
eta = sampling_error(h2) + 2 * tail
chemical = 0.5 * (eps[nocc - 1] + eps[nocc])
shifted = F - chemical * S
Q = linalg.inv(S) - D


def laplace_paramagnetic(f, s):
    X = linalg.expm(nodes[0] * D @ shifted) @ D
    Y = linalg.expm(-nodes[0] * Q @ shifted) @ Q
    source = f - s @ D @ F
    u = -weights[0] * Y @ source @ X
    for k in range(1, len(nodes)):
        if k == 1:
            X, Y = X @ S @ X @ S @ X, Y @ S @ Y @ S @ Y
        else:
            X, Y = X @ S @ X, Y @ S @ Y
        u = u - weights[k] * Y @ source @ X
    d = u - np.swapaxes(u, 1, 2) - D @ s @ D
    return 2 * PPM * np.einsum("xij,yij->xy", d, m)


def quadrature_inverse(t, w):
    return np.exp(-denominators[..., None] * t) @ w


laplace = laplace_paramagnetic(f, s)
by_orbitals = paramagnetic(f, s, quadrature_inverse(nodes, weights))[0]
assert np.max(np.abs(laplace - by_orbitals)) < 1e-6
error = iso(laplace - para)
assert abs(error) <= eta * pair_sum

# ------------------------------------ moving the zero of r in the London phase
shift = 10.0
f_s, s_s, direct_s = london_matrices(nucleus + np.array([0, 0, shift / BOHR]))
para_s, pair_sum_s = paramagnetic(f_s, s_s, 1 / denominators)
assert np.max(np.abs(para_s + direct_s - total)) < 1e-6
assert abs(iso(para_s - para)) > 0.1
error_s = iso(laplace_paramagnetic(f_s, s_s) - para_s)
assert abs(error_s) <= eta * pair_sum_s

# ---------------------------------------------------------------------- output
print("Formaldehyde, LDA (Slater, VWN), 6-31G*; nucleus: carbon")
for name, place in geometry:
    print(f"atom {name} at x, y, z = {place} angstrom")
print(f"basis functions {mol.nao}, occupied orbitals {nocc}")
print(f"largest grid error of orbital energies {orbital_mismatch*EV:.1e} eV")
print(f"gap {gap*EV:.3f} eV, full spread {width*EV:.2f} eV")
print(f"spread/gap R = {width/gap:.2f}, gap/spread = {gap/width:.5f}")
print(f"isotropic paramagnetic part {iso(para):.4f} ppm")
print(f"isotropic direct part {iso(direct):.4f} ppm")
print(f"isotropic total {iso(total):.4f} ppm")
print(f"largest tensor deviation from finite field {field_mismatch:.1e} ppm")
print("Doubling rule (h = ln 2)")
print(f"sampling error {sampling_error(h2):.3e}, each tail {tail:.0e}, "
      f"bound eta {eta:.3e}")
print(f"lump constant c {lump_constant(h2):.5f}")
print(f"number of points {len(nodes)}")
print(f"nodes: lumped {nodes[0]/EV:.3e}, first {nodes[1]/EV:.3e}, "
      f"last {nodes[-1]/EV:.3e} 1/eV")
x = np.geomspace(gap, width, 4000)
print(f"largest relative error found on [gap, spread] "
      f"{np.max(np.abs(relative_error(nodes, weights, x))):.3e}")
print(f"Laplace paramagnetic part {iso(laplace):.4f} ppm")
print(f"its error {error:.2e} ppm, bound {eta*pair_sum:.2e} ppm")
print(f"sum of absolute pair contributions {pair_sum:.2f} ppm")
valence_width = eps[-1] - eps[2]
n_valence = len(make_rule(gap, valence_width, h2, tail)[0])
print(f"without the two 1s orbitals: spread {valence_width*EV:.2f} eV, "
      f"R = {valence_width/gap:.2f}, points {n_valence}")
print(f"Phase origin moved by {shift:.0f} angstrom along z")
print(f"paramagnetic part {iso(para_s):.4f} ppm, direct {iso(direct_s):.4f} ppm,"
      f" total {iso(para_s + direct_s):.4f} ppm")
print(f"Laplace error {error_s:.2e} ppm, bound {eta*pair_sum_s:.2e} ppm")
print("Target eta, step h, points, largest relative error, shielding error/ppm")
for target in (1e-2, 1e-3, 1e-4, 1e-5):
    h = step_for(target)
    t, w = make_rule(gap, width, h, target / 3)
    worst = np.max(np.abs(relative_error(t, w, x)))
    assert worst <= target * (1 + 1e-6)
    approx, _ = paramagnetic(f, s, quadrature_inverse(t, w))
    assert abs(iso(approx - para)) <= target * pair_sum * (1 + 1e-6)
    print(f"{target:.0e}  {h:.4f}  {len(t):3d}  {worst:.2e}  "
          f"{iso(approx - para):+.2e}")
target = 1e-3
print(f"Least number of points for relative error {target:.0e}")
print("R, proven rule, fitted rule reaches it with, shown impossible with")
for ratio in (10.0, 100.0, width / gap, 1000.0):
    n_rule = len(make_rule(1, ratio, step_for(target), target / 3)[0])
    impossible, possible = 0, None
    for n in range(2, n_rule + 1):
        worst, floor = fitted_rule_bracket(n, ratio)
        if floor > target:
            impossible = n
        if worst <= target:
            possible = n
            break
    assert possible is not None and 2 <= impossible < possible <= n_rule
    print(f"{ratio:8.2f}  {n_rule:3d}  {possible:3d}  {impossible:3d}")
print("OK")
```

It prints:

```
Formaldehyde, LDA (Slater, VWN), 6-31G*; nucleus: carbon
atom C at x, y, z = (0, 0, 0) angstrom
atom O at x, y, z = (0, 0, 1.21) angstrom
atom H at x, y, z = (0, 0.94, -0.59) angstrom
atom H at x, y, z = (0, -0.94, -0.59) angstrom
basis functions 32, occupied orbitals 8
largest grid error of orbital energies 6.3e-04 eV
gap 3.501 eV, full spread 583.70 eV
spread/gap R = 166.71, gap/spread = 0.00600
isotropic paramagnetic part -256.0396 ppm
isotropic direct part 253.1076 ppm
isotropic total -2.9321 ppm
largest tensor deviation from finite field 2.5e-04 ppm
Doubling rule (h = ln 2)
sampling error 9.884e-06, each tail 1e-05, bound eta 2.988e-05
lump constant c 0.01100
number of points 17
nodes: lumped 5.532e-05, first 1.660e-04, last 5.438e+00 1/eV
largest relative error found on [gap, spread] 1.562e-05
Laplace paramagnetic part -256.0386 ppm
its error 1.03e-03 ppm, bound 8.96e-03 ppm
sum of absolute pair contributions 299.96 ppm
without the two 1s orbitals: spread 102.93 eV, R = 29.40, points 14
Phase origin moved by 10 angstrom along z
paramagnetic part -249.2977 ppm, direct 246.3656 ppm, total -2.9321 ppm
Laplace error 2.08e-03 ppm, bound 2.26e-02 ppm
Target eta, step h, points, largest relative error, shielding error/ppm
1e-02  1.2127    8  5.21e-03  -4.38e-01
1e-03  0.9336   11  4.49e-04  +4.01e-02
1e-04  0.7606   15  4.54e-05  +7.09e-04
1e-05  0.6424   19  6.04e-06  -1.72e-04
Least number of points for relative error 1e-03
R, proven rule, fitted rule reaches it with, shown impossible with
   10.00    8    4    3
  100.00   11    6    5
  166.71   11    7    5
 1000.00   13    8    7
OK
```
